# When a Scattering Matrix Needs Flux-Normalized Modes to Be Unitary

## A potential step

A particle of energy $E$ meets a step: the potential is $0$ for $x<0$ and $V_0$ for $x>0$, with $0<V_0<E$. In Hartree atomic units, with mass 1, the wave numbers on the two sides are

$$k_1=\sqrt{2E},\qquad k_2=\sqrt{2(E-V_0)} .$$

Since $\hbar=m=1$, the velocities are $v_1=k_1$ and $v_2=k_2$.

Send in a wave of unit amplitude from the left. The solution is $e^{ik_1x}+r\,e^{-ik_1x}$ on the left and $t_{21}e^{ik_2x}$ on the right. The potential jump is finite, so $\psi$ and $\psi'$ are continuous at $x=0$:

$$1+r=t_{21},\qquad k_1(1-r)=k_2t_{21}.$$

Inserting the first equation into the second gives $k_1-k_2=(k_1+k_2)r$, hence

$$r=\frac{k_1-k_2}{k_1+k_2},\qquad t_{21}=1+r=\frac{2k_1}{k_1+k_2}.$$

For a wave coming from the right the roles of $k_1$ and $k_2$ are exchanged, so $r'=-r$ and $t_{12}=2k_2/(k_1+k_2)$. Collect these amplitudes in a matrix that turns incoming coefficients into outgoing ones, with the outgoing side as first index:

$$A=\begin{pmatrix} r&t_{12}\\ t_{21}&-r\end{pmatrix}.$$

Take $E=0.5$ hartree and $V_0=0.375$ hartree, so that $k_1=1$ and $k_2=0.5$ in inverse bohr. Then $r=0.5/1.5=0.3333$, $t_{21}=2/1.5=1.3333$ and $t_{12}=1/1.5=0.6667$. A unitary matrix has columns of unit length. Here the squared lengths are

$$0.1111+1.7778=1.8889,\qquad 0.4444+0.1111=0.5556 .$$

So $A$ is not unitary, although no particle is lost. The quantity $|t_{21}|^2=1.7778$ compares densities, and it can exceed 1 because the transmitted particles move more slowly. What balances is density times velocity:

$$v_1(1-r^2)=0.8889,\qquad v_2t_{21}^2=0.5\times1.7778=0.8889 .$$

This suggests measuring each wave by the square root of its flux. Give the modes the normalization $N_1e^{\pm ik_1x}$ and $N_2e^{\pm ik_2x}$, and let $q=N_2/N_1>0$. A transmitted wave $t_{21}e^{ik_2x}$ caused by $e^{ik_1x}$ then has relative coefficient $t_{21}/q$, and the reverse process has $q\,t_{12}$. The first column has unit length if $r^2+t_{21}^2/q^2=1$. Since

$$1-r^2=\frac{(k_1+k_2)^2-(k_1-k_2)^2}{(k_1+k_2)^2}=\frac{4k_1k_2}{(k_1+k_2)^2},$$

this requires

$$q^2=\frac{t_{21}^2}{1-r^2}=\frac{4k_1^2}{4k_1k_2}=\frac{v_1}{v_2}.$$

With this $q$, both off-diagonal elements become

$$s=\sqrt{\frac{v_2}{v_1}}\,t_{21}=\sqrt{\frac{v_1}{v_2}}\,t_{12}=\frac{2\sqrt{k_1k_2}}{k_1+k_2},$$

and the new matrix is

$$S=\begin{pmatrix}r&s\\ s&-r\end{pmatrix},\qquad S^\dagger S=\begin{pmatrix}r^2+s^2&rs-sr\\ sr-rs&s^2+r^2\end{pmatrix}=1 .$$

In numbers, $q=\sqrt2=1.4142$ and $s=0.7071\times1.3333=0.9428$. The reflection and transmission probabilities are $0.1111$ and $0.8889$. A numerical search over $q$ that is not told the velocities finds the same ratio, $1.41421$.

Two limits show what the factor does. As $k_2\to k_1$, it tends to 1 and $A$ becomes unitary. As $E$ falls towards $V_0$, $k_2\to0$: the bare amplitude $t_{21}$ tends to 2, while $s$ tends to 0. A large amplitude beyond the step then carries almost no current.

## The general statement

Let $\psi(x)$ be a column of $M$ components obeying

$$-\tfrac12\psi''+U(x)\psi=E\psi,\qquad U=U^\dagger .$$

The components may be, for instance, the lowest transverse modes of a wire, if their coupling to the higher modes is neglected. Assume that $U$ is bounded, and that outside $|x|<L$ it is a constant diagonal matrix, possibly different on the two sides. Its diagonal elements there are the levels. Assume also that $E$ lies above all levels, so that every channel is open.

A channel $n$ is one component on one side. There are $2M$ channels, with velocities $v_n=k_n=\sqrt{2(E-\text{level}_n)}>0$. In each channel, $a_n$ is the coefficient of the plane wave moving towards the scatterer and $b_n$ that of the wave moving away. On the left the incoming wave is $e^{ik_nx}$, on the right it is $e^{-ik_nx}$. Write $b=Aa$ and $V=\mathrm{diag}(v_n)$. The claims are these.

1. The matrix $S=V^{1/2}AV^{-1/2}$, with elements
$$S_{mn}=\sqrt{\frac{v_m}{v_n}}\,A_{mn}\qquad(m\text{ outgoing},\ n\text{ incoming}),$$
is unitary.
2. Let the modes be $N_ne^{\pm ik_nx}$, with the same nonzero $N_n$ for both directions, and let $w_n=v_n|N_n|^2$. The scattering matrix for these modes is unitary if and only if $A_{mn}=0$ whenever $w_m\ne w_n$.

The second claim says in what sense flux normalization is the only choice that gives a unitary matrix. Call two channels linked if $A_{mn}$ or $A_{nm}$ is nonzero. If all channels are joined by chains of links, unitarity forces all $w_n$ to be equal, so $|N_n|\propto v_n^{-1/2}$. One common constant and the phases of the $N_n$ remain free. If some channels are not joined, other normalizations can also work.

## First derivation: the current at one energy

**Conservation.** Define $J=\mathrm{Im}(\psi^\dagger\psi')$. Its derivative is

$$J'=\mathrm{Im}(\psi'^\dagger\psi'+\psi^\dagger\psi'')=\mathrm{Im}\big(2\psi^\dagger(U-E)\psi\big)=0 .$$

The first term is real because it is a squared length. The second is real because $U-E$ is Hermitian. Where $U$ jumps by a finite amount, $\psi$ and $\psi'$ are continuous, and so is $J$. Thus $J$ has the same value on both sides.

**The current in one channel.** For $\varphi=a\,e^{ikx}+b\,e^{-ikx}$,

$$\varphi^*\varphi'=ik\left(|a|^2-|b|^2+z-z^*\right),\qquad z=ab^*e^{2ikx}.$$

Since $z-z^*=2i\,\mathrm{Im}\,z$, the interference terms contribute $-2k\,\mathrm{Im}\,z$, which is real and drops out of $J$. They do remain in the density, which oscillates in $x$. The current is $k(|a|^2-|b|^2)$.

On the left, $a$ belongs to the right-moving wave. On the right it belongs to the left-moving wave, which reverses the sign. Equal currents on the two sides therefore mean

$$\sum_{n\,\in\,\text{left}}v_n(|a_n|^2-|b_n|^2)=\sum_{n\,\in\,\text{right}}v_n(|b_n|^2-|a_n|^2),$$

and collecting terms gives

$$\sum_nv_n|b_n|^2=\sum_nv_n|a_n|^2. \tag{1}$$

**Existence of $A$.** The $M$ second-order equations have a solution space of dimension $2M$, which is also the number of incoming coefficients. If $a=0$, equation (1) gives $b=0$, because every $v_n$ is positive. Then $\psi$ and $\psi'$ vanish outside the scatterer, and uniqueness of the initial-value problem makes $\psi$ vanish everywhere. The linear map from solutions to $a$ is therefore invertible. Since $b$ is linear in the solution, it is a linear function of $a$, and $A$ exists.

**From sums to matrices.** Put $b=Aa$ into (1). With the Hermitian matrix $H=A^\dagger VA-V$, it reads $a^\dagger Ha=0$ for every $a$. A vector with a single entry 1 at position $n$ gives $H_{nn}=0$. For $m\neq n$, entries 1 at $m$ and 1 at $n$ give $H_{mn}+H_{nm}=0$. Entries 1 at $m$ and $i$ at $n$ give $i(H_{mn}-H_{nm})=0$. Hence $H=0$:

$$A^\dagger VA=V. \tag{2}$$

Multiplying by $V^{-1/2}$ from both sides,

$$1=V^{-1/2}A^\dagger V^{1/2}\,V^{1/2}AV^{-1/2}=S^\dagger S .$$

This is the first claim. The factor $\sqrt{v_m}$ comes from measuring the outgoing wave by its flux, and $1/\sqrt{v_n}$ from doing the same for the incoming wave.

**Other normalizations.** Let $N=\mathrm{diag}(N_n)$. The coefficients of the modes $N_ne^{\pm ik_nx}$ are $a'=N^{-1}a$ and $b'=N^{-1}b$, so their matrix is $A'=N^{-1}AN$. With $W=N^\dagger VN=\mathrm{diag}(w_n)$, equation (2) gives

$$A'^\dagger WA'=N^\dagger A^\dagger VAN=N^\dagger VN=W .$$

Suppose $A'$ is unitary. Then $A'A'^\dagger=1$ as well, and multiplication by $A'$ from the left gives $WA'=A'W$. In elements,

$$(w_m-w_n)A'_{mn}=0 .$$

Conversely, if $WA'=A'W$, then $W=A'^\dagger WA'=A'^\dagger A'W$, and since $W$ is invertible, $A'^\dagger A'=1$. Because $A'_{mn}=N_nA_{mn}/N_m$ vanishes exactly when $A_{mn}$ does, the second claim follows.

**One component.** Here there are two channels, left and right, and they are always linked. If a wave sent in from the left were not transmitted at all, $\psi$ would vanish on the right and hence everywhere, contradicting the incoming wave. For any one-component problem of the present kind with $v_1\ne v_2$, the step included, flux normalization is therefore necessary.

**Exceptions for bare plane waves.** Setting $N_n=1$ makes $w_n=v_n$. The matrix $A$ is then unitary if all velocities are equal, as for a barrier between equal levels. It is also unitary if channels of different velocity do not scatter into each other. Two uncoupled components, each with equal levels on both sides, are an example.

The program confirms this for velocities 1.0000 and 0.7746. Measure the defect of a matrix by the largest absolute element of $A^\dagger A-1$. Without coupling it is zero to numerical accuracy. With coupling it is 0.1328.

## Second derivation: the norm of a wave packet

This argument follows a packet in time and counts probability before and after the collision. It takes as given that $A(E)$ exists and is smooth over a range of energies above all levels.

**The packet.** Choose constant incoming coefficients $a_n$. Let $\psi_E$ be the stationary solution with these coefficients and with outgoing coefficients $b(E)=A(E)a$. Form

$$\Psi(x,t)=\int dE\,f(E)\,\psi_E(x)\,e^{-iEt},$$

where $f$ is smooth and vanishes outside a finite interval above all levels.

**Where the packet is.** A wave in a channel has phase $\pm kx-Et$. It adds up coherently where the derivative of this phase with respect to $E$ vanishes. From $E=\text{level}+k^2/2$ follows $dE/dk=k=v$, so the condition is $\pm x/v-t=0$, or $x=\pm vt$.

On the left, the incoming wave (upper sign) satisfies this at large negative $t$, and the outgoing wave (lower sign) at large positive $t$. On the right the signs are exchanged and the conclusion is the same. Where the condition cannot be met, repeated integration by parts in $E$ shows that the wave, together with its norm there, vanishes as $|t|\to\infty$. In the finite region $|x|\le L$, the integral over the oscillating factor $e^{-iEt}$ also tends to zero.

At early times the whole norm thus sits in the incoming waves, and at late times in the outgoing ones. Terms mixing the two vanish, because one factor always does.

**The norm in one channel.** Consider the incoming part of a left channel. For $t\to-\infty$ its norm in the lead equals its norm over the whole line, since it has no weight elsewhere. Changing variable with $dE=v_n\,dk$,

$$\varphi_n(x,t)=\int dE\,f\,a_n\,e^{ik_nx-iEt}=\int dk\,v_n\,f\,a_n\,e^{ikx-iEt}.$$

This is a Fourier integral in $k$. Parseval's theorem gives

$$\int dx\,|\varphi_n|^2=2\pi\int dk\,v_n^2|f|^2|a_n|^2=2\pi\int dE\,v_n|f|^2|a_n|^2 .$$

One of the two factors $v_n$ is used up in returning from $dk$ to $dE$, and the other remains. The same calculation for an outgoing wave gives $2\pi\int dE\,v_m|f|^2|b_m(E)|^2$, and a right channel differs only by $x\to-x$.

**Conservation.** The time-dependent Schrödinger equation with a Hermitian Hamiltonian preserves the total norm. Norms of different components and different sides add, so

$$\int dE\,|f(E)|^2\Big[\sum_mv_m|b_m(E)|^2-\sum_nv_n|a_n|^2\Big]=0 .$$

The bracket is continuous in $E$. If it were nonzero at some energy, it would keep its sign nearby, and an $f$ concentrated there would make the integral nonzero. The bracket therefore vanishes at each energy.

**Unitarity.** Define $\alpha_n=\sqrt{v_n}\,a_n$ and $\beta_m=\sqrt{v_m}\,b_m$. Up to the common factor $2\pi|f|^2$, their squares are probabilities per unit energy. From $b=Aa$,

$$\beta_m=\sum_n\sqrt{\frac{v_m}{v_n}}\,A_{mn}\,\alpha_n=\sum_nS_{mn}\alpha_n ,$$

and the vanishing bracket says $\alpha^\dagger(S^\dagger S-1)\alpha=0$. Since $a$ was arbitrary, so is $\alpha$ at any given energy. The one-entry and two-entry vectors used before, now applied to the Hermitian matrix $S^\dagger S-1$, give $S^\dagger S=1$.

**Other normalizations.** With $D=V^{1/2}N$, the matrix for the modes $N_ne^{\pm ik_nx}$ is

$$A'=N^{-1}AN=D^{-1}SD,\qquad D^\dagger D=DD^\dagger=W .$$

The condition $A'^\dagger A'=1$ reads $D^\dagger S^\dagger W^{-1}SD=1$. Removing $D^\dagger$ on the left and $D$ on the right gives $S^\dagger W^{-1}S=W^{-1}$. Multiplying by $S$ from the left, and using $SS^\dagger=1$, gives $W^{-1}S=SW^{-1}$, or

$$\left(\frac1{w_m}-\frac1{w_n}\right)S_{mn}=0 .$$

Each of these steps can be reversed. Since $S_{mn}$ and $A_{mn}$ vanish together, this is again the second claim.

**What the factor means.** Take a packet so narrow in energy that the velocities and $A$ hardly vary across it, and so long that its spreading is small. It passes any point of a lead in the same time $\tau$ before and after the collision, and its length is $v\tau$. On crossing the step its length changes by $v_2/v_1$. Its density changes by $|t_{21}|^2$, so the transmitted probability is

$$\frac{v_2}{v_1}|t_{21}|^2=0.5\times1.7778=0.8889 .$$

A packet propagated numerically over the step has length 80.00 bohr before the collision, measured as a standard deviation, and its transmitted part has length 40.46 bohr. The ratio is 0.506, compared with $v_2/v_1=0.5$. The excess of about one percent is of the size expected from ordinary spreading. The packet starts at $x=-400$ and is followed to $t=800$, so a component with wave number $k_1$ ends at $x=v_2(t-400/v_1)$. With $dv_2/dk_1=k_1/k_2=2$, this gives $dx/dk_1=2\times400+0.5\times400=1000$. The spread in $k_1$ is $1/(2\times80)=0.00625$, which adds $6.25$ bohr in quadrature: $\sqrt{40^2+6.25^2}=40.5$ bohr. The transmitted probability is 0.8886, about 0.0003 below the value above. The last digits depend on the discretization (grid spacing 0.1 bohr, time step 0.4): as both are refined, the length moves to 40.50 bohr and the probability to 0.8887. The remaining deficit of 0.0002 comes from averaging the transmission over the spread in $k_1$.

## What each derivation assumes

Both derivations need a Hermitian $U$. With an absorbing potential, $U=U_0-i\Gamma$ with $U_0$ Hermitian and $\Gamma$ a positive number for $|x|<L$ and zero outside, the first calculation gives $J'=-2\Gamma\,\psi^\dagger\psi$ instead of zero. Current is lost inside the scatterer for every nonzero $a$, so $S$ shortens every vector and $|\det S|<1$. Every diagonal normalization $N^{-1}AN$ has the same determinant as $S$, so no normalization of this form, with the same factor for the incoming and the outgoing wave of a channel, makes the matrix unitary.

Both, as written, take all channels to be open. At a threshold, where some $v_n=0$, the matrix $V^{-1/2}$ does not exist. Below it, the wave in that channel decays instead of travelling, and it has no place among the incoming and outgoing waves used here. A closed channel does not spoil unitarity for the others. A purely decaying wave has real $\varphi^*\varphi'$ and carries no current, so equation (1) still holds with the sums restricted to the open channels. Wherever $A$ is defined on these channels, the flux-normalized matrix built from it is unitary. What does not carry over unchanged is the proof that $A$ exists, since $a=0$ then forces $b=0$ only in the open channels.

Neither derivation uses time-reversal symmetry. In a test with two components and a complex coupling, the four velocities are 1.0000, 0.7746, 0.8944 and 0.5000. The bare matrix has a defect of 0.4351, while $S$ is unitary to numerical accuracy. In this basis $S$ is not symmetric: the largest element of $|S-S^T|$ is 0.7375. This asymmetry concerns phases only. The coupling has the same phase $\phi$ at every $x$, so with $P=\mathrm{diag}(1,e^{-i\phi})$ the matrix $P^\dagger UP$ is real. For a real $U$, $\psi^*$ is also a solution, with incoming and outgoing waves exchanged; this gives $SS^*=1$, and with unitarity $S=S^T$. After the rephasing the test matrix is therefore symmetric, and the label "no time-reversal symmetry" in the program means only that $U$ is complex in the basis used. That unitarity needs nothing beyond conservation of probability rests on the derivations, not on this test.

The differences lie in what is known beforehand. The first derivation works at a single energy and needs no limit of long times. It also proves that $A$ exists. In return, as written, it uses a current that is conserved at every point. With the form $\mathrm{Im}(\psi^\dagger\psi')$, this relies on the kinetic energy $-\tfrac12\,d^2/dx^2$ and on a potential that acts locally in $x$. Equation (1) itself needs only equal currents on the two sides.

The second derivation never looks at the current inside the scatterer. It needs a conserved total norm, a packet that leaves the scattering region, and an $A(E)$ that is known to exist and to be smooth over a range of energies. The first derivation supplies the existence. Smoothness follows because, for the bounded finite-range $U$ assumed here, the solutions depend smoothly on $E$, and so does the inverse of the map from solutions to $a$.

The velocity also enters in different ways. In the first derivation it is the wave number produced by differentiating a plane wave. In the second it is the Jacobian $dE/dk$, the group velocity. On a lattice, or with different effective masses in the leads, the two differ, and the factor must then be built from the group velocity $dE/dk$, not from $k$. For the kinetic energy used here the two are equal, which is why both arguments lead to the same factor $\sqrt{v_{\text{out}}/v_{\text{in}}}$.

The numerical check obtains $A$ by integrating the wave equation, without using any flux law, and compares it with the step formulas and with equation (2).

## Computed results

```
POTENTIAL STEP (atomic units)
energy E = 0.500 hartree, step height V0 = 0.375 hartree
wave numbers k1 = 1.0000, k2 = 0.5000 1/bohr
velocities v1 = 1.0000, v2 = 0.5000 a.u.
Plane-wave matrix A (dimensionless), from integration:
   0.333333  0.666667
   1.333333 -0.333333
column sums of |A|^2: 1.888889, 0.555556
A^dagger A - 1:
   0.888889 -0.222222
  -0.222222 -0.444444
factor sqrt(v2/v1) = 0.707107
factor sqrt(v1/v2) = 1.414214
Flux-normalized matrix S:
   0.333333  0.942809
   0.942809 -0.333333
reflection probability R = 0.111111
transmission probability T = 0.888889
bare |t21|^2 = 1.777778
flux left v1(1-|r|^2) = 0.888889 a.u.
flux right v2|t21|^2 = 0.888889 a.u.
SEARCH FOR THE NORMALIZATION RATIO N2/N1
  N2/N1 = 1.0: largest unitarity defect 0.8889
  N2/N1 = 1.2: largest unitarity defect 0.3457
  N2/N1 = 1.6: largest unitarity defect 0.2489
  N2/N1 = 2.0: largest unitarity defect 0.8889
ratio found by the search = 1.41421
WAVE PACKET OVER THE STEP
length (std. dev.) before = 80.00 bohr
length of transmitted part = 40.46 bohr
length ratio = 0.5057, v2/v1 = 0.5000
transmitted probability = 0.8886
TWO COUPLED COMPONENTS, FOUR CHANNELS
velocities (a.u.): 1.0000, 0.7746, 0.8944, 0.5000
unitarity defect of A = 0.4351
unitarity defect of S = 1.6e-12
largest |S - S^T| = 0.7375
EXCEPTIONS AND THEIR LOSS
equal velocities: defect of A = 1.8e-12
two components, velocities 1.0000, 0.7746 a.u.
  not coupled: defect of A = 3.2e-12
  coupled:     defect of A = 0.1328
```
